# Cabrera-Mott length for a trivalent ion: half jump or full jump?

**Question**

I am stuck on an exercise about field-driven oxidation of a metal. It says: "For a trivalent ion, half-jump length 0.125 nm and Mott potential 1 V, show that the Cabrera-Mott length \(X_1\) at 300 K is about 14.5 nm."

I know that the field helps the ion over a barrier, so I compared the energy the ion gains in a jump with \(kT\). The ion moves a full jump, 0.25 nm, and with that distance I get 29 nm, twice the required answer. Why should half the jump count when the ion makes the whole of it? I also don't see how a jump rate can be discussed when the exercise gives no barrier height. And what does 14.5 nm mean physically: is it the thickness at which the oxide stops growing?

**Answer**

Half the jump counts because a jump rate is governed by the energy at the top of the barrier, and the ion reaches the top halfway. The full jump does have a role, but in a different quantity, the ratio of reverse to forward jumps. The barrier height drops out of \(X_1\), though not out of the growth rate.

**The field in the oxide**

Let the oxide have thickness \(X\). In the Cabrera-Mott picture, electrons cross the film easily and charge the oxygen on its outer surface negatively, while the metal is left positive. This sets up a potential difference across the oxide, the Mott potential. I write \(V\) for its positive magnitude and assume two things: \(V\) stays the same as the film thickens, and the oxide contains no appreciable space charge. The field is then uniform,

\[
E=\frac{V}{X},
\]

and points from the metal to the outer surface, so it drives positive metal ions outward.

Measure \(x\) outward from the ion's starting site. An ion of charge \(Ze\) feels the force \(ZeE\) in the direction of increasing \(x\), so the field adds to its energy the term

\[
-ZeE\,x=-\frac{ZeV}{X}\,x .
\]

The minus sign says that the energy falls as the ion moves outward. I take the field acting on the ion to be this average field, and its charge to be the full \(Ze\).

**Why the half jump enters**

Without the field, let the barrier top lie at \(x=a'\) and be higher than the starting site by \(W\). For a symmetric barrier the next site is at \(x=2a'\), so \(a'\) is half the jump length. With the field on, and with the positions of site and top taken as unchanged for the moment, the two energies are

\[
U_{\text{site}}=0,\qquad U_{\text{top}}=W-\frac{Zea'V}{X}.
\]

The barrier the ion must climb is their difference,

\[
B=W-L,\qquad L=\frac{Zea'V}{X},
\]

where \(L\) is the barrier lowering. The ion gains a further \(L\) on its way down from the top to the next site, but by then it has already crossed. That second half of the gain does not help it to get over.

For thermally activated jumps with attempt frequency \(\nu\), which I assume the field does not change, the forward jump rate is

\[
\Gamma_{\text{f}}=\nu\,e^{-B/kT}
=\nu\,e^{-W/kT}\,e^{L/kT}
=\nu\,e^{-W/kT}\exp\!\left(\frac{Zea'V}{kT}\,\frac{1}{X}\right).
\]

The Cabrera-Mott length is defined by writing the last factor as \(\exp(X_1/X)\). Comparing exponents gives

\[
X_1=\frac{Zea'V}{kT}.
\]

The barrier \(W\) sits in the separate factor \(e^{-W/kT}\), which does not depend on thickness. That is why the exercise need not supply it.

**The number**

It is easiest to work in electronvolts. A charge \(Ze\) crossing 1 V gains \(Z\) eV, so the elementary charge is already contained in the unit and must not be multiplied in again. With \(Z=3\),

\[
Zea'V=3\times0.125\ \text{nm}\times1\ \text{eV}=0.375\ \text{eV nm}.
\]

At 300 K the thermal energy is \(kT=0.02585\) eV, and therefore

\[
X_1=\frac{0.375\ \text{eV nm}}{0.02585\ \text{eV}}\approx14.5\ \text{nm}.
\]

This is the required result. Putting the full jump of 0.25 nm in place of \(a'\) doubles it to 29.0 nm, which is your value. Forgetting that the ion is trivalent would divide it by three and give 4.8 nm.

The formula also shows how the length responds to the data. It is proportional to the ion charge, the half jump and the potential, and inversely proportional to the absolute temperature if \(V\) is held fixed. A 10% error in \(V\) is a 10% error in \(X_1\), so the third figure of 14.5 nm reflects the stated inputs and not our knowledge of a real oxide.

**What the length means**

From \(L=Zea'V/X\) and the definition of \(X_1\),

\[
\frac{L}{kT}=\frac{X_1}{X}.
\]

So \(X_1\) is the thickness at which the field lowers the barrier by \(kT\). In a film much thinner than this, the lowering is many times \(kT\) and the field speeds up the jumps enormously. At 2 nm the field is 0.5 V/nm, the lowering is

\[
L=\frac{0.375\ \text{eV nm}}{2\ \text{nm}}=0.1875\ \text{eV},
\]

and \(X_1/X=7.25\). The forward rate is then about 1400 times its zero-field value. At 5 nm the exponent is 2.90 and the factor is only 18. Thickening the film by a factor of 2.5 has cut the jump rate by a factor of nearly 80.

The steepness can be read from the rate law. Since \(\ln\Gamma_{\text{f}}=\text{constant}+X_1/X\),

\[
\frac{d\ln\Gamma_{\text{f}}}{d\ln X}
=X\,\frac{d}{dX}\!\left(\frac{X_1}{X}\right)
=-\frac{X_1}{X}.
\]

At 2 nm, a 1% increase in thickness lowers the rate by about 7%.

**Where the full jump belongs**

An ion that has reached the next site can jump back. The next site lies \(2a'\) further along the field, so its energy is lower than that of the starting site by \(2L\). Both jumps pass over the same top, so the reverse barrier is

\[
B_{\text{r}}=U_{\text{top}}-(-2L)=(W-L)+2L=W+L .
\]

If the two sites are equally occupied and have the same attempt frequency, the ratio of reverse to forward jumps is

\[
\frac{\Gamma_{\text{r}}}{\Gamma_{\text{f}}}
=\frac{e^{-(W+L)/kT}}{e^{-(W-L)/kT}}
=e^{-2L/kT}
=e^{-2X_1/X}.
\]

Here the full jump appears, and with it your 29 nm, which is \(2X_1\). It measures how one-sided the jumps are, whereas \(X_1\) measures how much faster the forward jump becomes.

The net rate between such sites is

\[
\Gamma_{\text{f}}-\Gamma_{\text{r}}
=\nu e^{-W/kT}\left(e^{X_1/X}-e^{-X_1/X}\right)
=2\nu e^{-W/kT}\sinh\frac{X_1}{X}.
\]

This has two limits.

- For \(X\ll X_1\) the reverse term is negligible and the net rate is \(\nu e^{-W/kT}e^{X_1/X}\). This is the strong-field regime to which the Cabrera-Mott exponential belongs.
- For \(X\gg X_1\) we may use \(\sinh y\approx y\), and the net rate becomes \(2\nu e^{-W/kT}X_1/X\). It is now proportional to the field, as in ordinary ionic conduction.

Nothing abrupt happens between them. At \(X=X_1\) the reverse rate is 0.135 of the forward rate. The net factor is \(e-e^{-1}=2.35\), while the strong-field form gives 2.72 and the weak-field form gives 2. Relative to the full expression, the first is about 16% too high and the second about 15% too low. The length \(X_1\) marks the middle of a gradual crossover.

**Does growth stop at \(X_1\)?**

No. Suppose that the slow step is the entry of metal ions into the oxide, and that each ion that enters adds a fixed volume of oxide. In the strong-field regime the growth rate is then

\[
\frac{dX}{dt}=u\,e^{-W/kT}\,e^{X_1/X},
\]

where \(u\) is a velocity that collects the attempt frequency, the number of entry sites per area and the oxide volume per ion. The right-hand side is positive, so in this regime the film slows down but does not stop. Near \(X_1\) and beyond it, reverse jumps count too. If they are included as in the net rate above, \(e^{X_1/X}\) is replaced by \(2\sinh(X_1/X)\), which is also positive at every finite thickness. In this model, therefore, growth never stops.

What can be defined is the thickness \(X_{\text{s}}\) at which growth has become too slow to notice. Choose a smallest noticeable rate \(r\) and set \(dX/dt=r\):

\[
u\,e^{-W/kT}\,e^{X_1/X_{\text{s}}}=r .
\]

Taking logarithms,

\[
\frac{X_1}{X_{\text{s}}}=\frac{W}{kT}-\ln\frac{u}{r}.
\]

Multiplying by \(kT\) and using \(kT\,X_1=Zea'V\) gives

\[
X_{\text{s}}=\frac{Zea'V}{W-kT\ln(u/r)} .
\]

This requires a positive denominator, which means that the prefactor \(u\,e^{-W/kT}\) must be below \(r\). The strong-field form also requires \(X_{\text{s}}\) to come out well below \(X_1\), which holds when the denominator is many times \(kT\). The denominator is also the lowering \(L\) at \(X_{\text{s}}\), so when it is a sizeable fraction of \(W\) the linear lowering, examined in the next section, loses accuracy. For example, \(W=1.5\) eV and \(u/r=10^{17}\) give \(X_{\text{s}}=0.77\) nm and a field of 1.3 V/nm, while the cosine barrier of the next section gives 0.71 nm. A film that thin is only about three jumps thick, so the formula is then a rough estimate. So the practical final thickness does depend on the barrier, and also on what one agrees to call "stopped". The data of your exercise fix \(X_1\) but not \(X_{\text{s}}\).

**How good is the linear barrier lowering?**

I held the positions of the site and the top fixed when the field was switched on. In fact both shift a little. To see what this costs, let \(F=ZeV/X\) be the force, and let the zero-field energy have curvature \(\kappa\) at the site and \(-\kappa\) at the top.

Near the site the energy is \(\tfrac12\kappa x^2-Fx\). Its derivative vanishes at \(x=F/\kappa\), where the energy is

\[
\frac{F^2}{2\kappa}-\frac{F^2}{\kappa}=-\frac{F^2}{2\kappa}.
\]

Near the top, with \(x=a'+s\), the energy is \(W-\tfrac12\kappa s^2-Fa'-Fs\). Its derivative vanishes at \(s=-F/\kappa\), where the energy is

\[
W-Fa'-\frac{F^2}{2\kappa}+\frac{F^2}{\kappa}
=W-Fa'+\frac{F^2}{2\kappa}.
\]

The site has moved down and the top has moved up, each by \(F^2/2\kappa\) compared with the fixed-position estimate. The barrier to second order is therefore

\[
B\approx W-L+\frac{F^2}{\kappa},\qquad L=Fa'.
\]

For a definite case take the cosine landscape

\[
U_0(x)=\frac{W}{2}\left(1-\cos\frac{\pi x}{a'}\right),
\]

which has its minimum at \(x=0\) and its top, of height \(W\), at \(x=a'\). Its curvature at the minimum is \(\kappa=\pi^2W/(2a'^2)\), so

\[
\frac{F^2}{\kappa}=\frac{2F^2a'^2}{\pi^2W}=\frac{2L^2}{\pi^2W}.
\]

The correction varies as \(1/X^2\), while \(L\) varies as \(1/X\). It therefore leaves \(X_1\) untouched if \(X_1\) is understood as the slope of \(\ln\Gamma_{\text{f}}\) against \(1/X\) in the weak-field limit. It does reduce the rate in very thin films.

With a round model value \(W=1.5\) eV and a 2 nm film, the correction is

\[
\frac{2\times(0.1875\ \text{eV})^2}{\pi^2\times1.5\ \text{eV}}\approx0.0047\ \text{eV}.
\]

The table compares the linear estimate with the barrier of the tilted cosine, whose minimum and maximum were located by numerical minimization. Both factors are relative to the zero-field forward rate. The last column is the reverse-to-forward ratio for equally occupied sites.

| \(X\) (nm) | \(e^{X_1/X}\) | factor, tilted cosine | reverse/forward |
|---|---|---|---|
| 2 | 1412 | 1175 | \(5.0\times10^{-7}\) |
| 5 | 18.2 | 17.7 | 0.0030 |
| 10 | 4.27 | 4.23 | 0.055 |
| 14.5 | 2.72 | 2.71 | 0.135 |

At 2 nm the simple exponential is 20% above the tilted-cosine value, and at 5 nm it is 3% above. The two approximations thus fail at opposite ends: neglecting reverse jumps is worst in thick films, and the linear lowering is worst in thin ones. The size of the second error belongs to this landscape and this \(W\); a lower barrier of the same shape would make it larger.

**When the picture itself fails**

The value of 14.5 nm follows from the given data, but that does not guarantee that a real film obeys \(e^{X_1/X}\) up to such a thickness. The constant \(V\) needs electrons to cross the oxide fast enough to keep the outer surface charged. If they cross by tunnelling, their supply falls steeply with thickness, and the potential may no longer be maintained well before \(X\) reaches \(X_1\). Space charge would make the field non-uniform, so that \(V/X\) would no longer be the field at the entry site. And if the barrier is not symmetric, as is likely for the entry step from metal into oxide, \(a'\) must be the actual distance from the starting site to the top, which need not be half of the jump. The field dependence of the reverse-to-forward ratio is still set by the full jump, so it is then no longer \(e^{-2X_1/X}\), and the net rate no longer has the form \(2\sinh(X_1/X)\).

Numerical values quoted here were computed with a short program.
